# Normal electric field across a narrow air slot in silicon: test program

```python
# Result under test: across a charge-free silicon/air wall the normal electric
# field rises by n^2 (n = silicon index), and a vanishingly narrow air slot
# raises the central field of a cavity by the same factor at equal energy.
# Cavity: E_x = X(x) sin(beta z), E_z = Z(x) cos(beta z), ideal metal mirrors
# at z = 0 and z = L, beta = pi/L. Lengths in nm, k0 = omega/c in 1/nm.
# X is constant per cell and free to jump; continuity of D is NOT imposed.
import numpy as np
from scipy.constants import epsilon_0
from scipy.linalg import eigh
from scipy.optimize import brentq

n_si = 3.48
eps_si = n_si**2
thickness = 400.0
mirror_distance = 300.0
beta = np.pi / mirror_distance
air_margin = 600.0
N_AIR, N_SI = 80, 60


def solve_cavity(width, eps_slot):
    """Lowest resonance from the weak form of curl curl E = k0^2 eps E."""
    n_slot = 20 if width >= 5 else 4
    counts = [N_AIR, N_SI, n_slot, N_SI, N_AIR]
    rail = (thickness - width) / 2
    lengths = [air_margin, rail, width, rail, air_margin]
    h = np.concatenate([np.full(c, s / c) for c, s in zip(counts, lengths)])
    eps = np.repeat([1.0, eps_si, eps_slot, eps_si, 1.0], counts)
    cells = len(h)
    gradient = np.zeros((cells, cells + 1))
    mass_z = np.zeros((cells + 1, cells + 1))
    for i in range(cells):
        gradient[i, i], gradient[i, i + 1] = -1 / h[i], 1 / h[i]
        mass_z[i:i + 2, i:i + 2] += (eps[i] * h[i] / 6
                                     * np.array([[2, 1], [1, 2]]))
    gradient = gradient[:, 1:-1]      # E_z = 0 on the distant outer walls
    mass_z = mass_z[1:-1, 1:-1]
    curl = np.hstack([beta * np.eye(cells), -gradient])
    stiffness = curl.T @ (h[:, None] * curl)
    mass = np.zeros_like(stiffness)
    mass[:cells, :cells] = np.diag(eps * h)
    mass[cells:, cells:] = mass_z
    values, vectors = eigh(stiffness, mass)
    # curl-free static solutions have k0 = 0 and are skipped
    index = np.flatnonzero(values > 1e-7)[0]
    k0 = np.sqrt(values[index])
    field = vectors[:cells, index]    # unit electric energy integral
    start = N_AIR + N_SI
    middle = start + n_slot // 2
    centre = (field[middle - 1] + field[middle]) / 2
    sign = np.sign(centre)
    return {"k0": k0, "X": sign * field, "h": h, "start": start,
            "centre": sign * centre}


def wall_fields(mode):
    """Extrapolate E_x to the left slot wall from each side."""
    x, s = mode["X"], mode["start"]
    silicon = 1.5 * x[s - 1] - 0.5 * x[s - 2]
    air = 1.5 * x[s] - 0.5 * x[s + 1]
    return silicon, air


widths = [0.1, 0.2, 1.0, 5.0, 20.0, 50.0]
slotted, gain, wall_ratio = {}, {}, {}
for w in widths:
    reference = solve_cavity(w, eps_si)   # same mesh, slot filled by silicon
    slotted[w] = solve_cavity(w, 1.0)
    gain[w] = slotted[w]["centre"] / reference["centre"]
    e_silicon, e_air = wall_fields(slotted[w])
    wall_ratio[w] = e_air / e_silicon
    assert slotted[w]["k0"] < beta        # field is bound to the slab
    # mesh error of the wall extrapolation is of order (field wavenumber*h)^2
    assert abs(wall_ratio[w] / eps_si - 1) < 3e-3

# Unslotted resonance against the dispersion relation of a symmetric slab
def slab_condition(k):
    kappa = np.sqrt(eps_si * k**2 - beta**2)
    gamma = np.sqrt(beta**2 - k**2)
    return (kappa * np.sin(kappa * thickness / 2)
            - eps_si * gamma * np.cos(kappa * thickness / 2))


k_low = beta / n_si * (1 + 1e-9)
k_high = np.sqrt((beta**2 + (np.pi / thickness)**2) / eps_si)
k_slab = brentq(slab_condition, k_low, min(k_high, beta * (1 - 1e-9)))
assert abs(reference["k0"] / k_slab - 1) < 3e-3

# Zero-width limit of the gain over the unslotted cavity, linear extrapolation
gain_limit = 2 * gain[0.1] - gain[0.2]
assert abs(gain_limit / eps_si - 1) < 3e-3
assert gain[20.0] < 0.95 * eps_si         # a finite slot falls short

# Field profile inside the widest slot: wall/centre = cosh(gamma w/2)
wide = slotted[50.0]
gamma_wide = np.sqrt(beta**2 - wide["k0"]**2)
profile_numeric = wall_fields(wide)[1] / wide["centre"]
profile_formula = np.cosh(gamma_wide * 25.0)
assert abs((profile_numeric - 1) / (profile_formula - 1) - 1) < 0.05

# Logarithmic slope of D (and H) on the silicon side of a 20 nm slot
mode = slotted[20.0]
s, x = mode["start"], mode["X"]
step = mode["h"][s - 1]
slope_near = (x[s - 2] - x[s - 1]) / step
slope_far = (x[s - 3] - x[s - 2]) / step
slope_numeric = (2 * slope_near - slope_far) / wall_fields(mode)[0]
gamma_20 = np.sqrt(beta**2 - mode["k0"]**2)
kappa_20 = np.sqrt(eps_si * mode["k0"]**2 - beta**2)
slope_formula = eps_si * gamma_20 * np.tanh(gamma_20 * 10.0)
assert abs(slope_numeric / slope_formula - 1) < 0.02

# Worked example with a chosen normal field in the silicon
e_si = 1.0e6
d_normal = epsilon_0 * eps_si * e_si
e_slot = d_normal / epsilon_0
bound_charge = epsilon_0 * (e_slot - e_si)
polarization = d_normal - epsilon_0 * e_si
assert np.isclose(bound_charge, polarization, rtol=1e-12)
energy_si = 0.5 * d_normal * e_si
energy_slot = 0.5 * d_normal * e_slot

print(f"silicon index n = {n_si:.2f}")
print(f"field ratio n^2 = {eps_si:.4f}")
print(f"ratio of |E|^2, n^4 = {eps_si**2:.2f}")
print(f"chosen normal field in silicon = {e_si/1e6:.2f} MV/m")
print(f"normal field in slot = {e_slot/1e6:.2f} MV/m")
print(f"common normal D = {d_normal*1e6:.2f} microC/m^2")
print(f"bound wall charge, magnitude = {bound_charge*1e6:.2f} microC/m^2")
print(f"peak electric energy density, silicon = {energy_si:.2f} J/m^3")
print(f"peak electric energy density, slot = {energy_slot:.2f} J/m^3")
print(f"slab outer thickness = {thickness:.0f} nm")
print(f"mirror distance = {mirror_distance:.0f} nm")
print(f"beta = {beta:.5f} 1/nm")
print(f"unslotted vacuum wavelength (dispersion) = {2*np.pi/k_slab:.0f} nm")
print(f"unslotted vacuum wavelength (elements) = "
      f"{2*np.pi/reference['k0']:.0f} nm")
for w in widths:
    print(f"slot {w:.1f} nm: wall ratio = {wall_ratio[w]:.2f}, "
          f"gain over unslotted = {gain[w]:.2f}, "
          f"wavelength = {2*np.pi/slotted[w]['k0']:.0f} nm")
print(f"gain extrapolated to zero width = {gain_limit:.2f}")
print(f"50 nm slot: gamma = {gamma_wide:.5f} 1/nm")
print(f"50 nm slot: wall/centre field, elements = {profile_numeric:.4f}")
print(f"50 nm slot: wall/centre field, cosh = {profile_formula:.4f}")
print(f"20 nm slot: gamma = {gamma_20:.5f} 1/nm")
print(f"20 nm slot: kappa in silicon = {kappa_20:.5f} 1/nm")
print(f"20 nm slot: log slope of D, elements = {slope_numeric:.5f} 1/nm")
print(f"20 nm slot: log slope of D, formula = {slope_formula:.5f} 1/nm")
print("all tests passed")
```

Output:

```
silicon index n = 3.48
field ratio n^2 = 12.1104
ratio of |E|^2, n^4 = 146.66
chosen normal field in silicon = 1.00 MV/m
normal field in slot = 12.11 MV/m
common normal D = 107.23 microC/m^2
bound wall charge, magnitude = 98.37 microC/m^2
peak electric energy density, silicon = 53.61 J/m^3
peak electric energy density, slot = 649.29 J/m^3
slab outer thickness = 400 nm
mirror distance = 300 nm
beta = 0.01047 1/nm
unslotted vacuum wavelength (dispersion) = 1695 nm
unslotted vacuum wavelength (elements) = 1695 nm
slot 0.1 nm: wall ratio = 12.11, gain over unslotted = 12.06, wavelength = 1692 nm
slot 0.2 nm: wall ratio = 12.11, gain over unslotted = 12.01, wavelength = 1689 nm
slot 1.0 nm: wall ratio = 12.11, gain over unslotted = 11.61, wavelength = 1666 nm
slot 5.0 nm: wall ratio = 12.11, gain over unslotted = 9.98, wavelength = 1577 nm
slot 20.0 nm: wall ratio = 12.10, gain over unslotted = 6.62, wavelength = 1395 nm
slot 50.0 nm: wall ratio = 12.10, gain over unslotted = 4.09, wavelength = 1236 nm
gain extrapolated to zero width = 12.11
50 nm slot: gamma = 0.00916 1/nm
50 nm slot: wall/centre field, elements = 1.0260
50 nm slot: wall/centre field, cosh = 1.0263
20 nm slot: gamma = 0.00945 1/nm
20 nm slot: kappa in silicon = 0.01166 1/nm
20 nm slot: log slope of D, elements = 0.01080 1/nm
20 nm slot: log slope of D, formula = 0.01079 1/nm
all tests passed
```
